# The density-independent linear-response kernel of nonlocal kinetic-energy functionals

## A case that can be seen through

Take a uniform electron gas of density \(n_0\) and ripple it slightly, \(n=n_0+\delta n\) with \(\delta n=\epsilon n_0\cos(qx)\). Its kinetic energy rises by an amount proportional to \(\epsilon^2\). The Thomas-Fermi and von Weizsäcker functionals together give the wrong coefficient. The simplest repair is a term quadratic in the density,
\[
T_{\rm NL}=C\iint n(\mathbf r)\,w(|\mathbf r-\mathbf r'|)\,n(\mathbf r')\,d\mathbf r\,d\mathbf r' ,
\]
with \(C\) a constant. Let \(w(q)=\int w(r)e^{-i\mathbf q\cdot\mathbf r}d\mathbf r\). Convolution with \(w\) multiplies \(\cos(qx)\) by \(w(q)\), and \(\cos^2\) averages to \(1/2\), so the ripple adds the energy per volume \(\tfrac12C\,w(q)\,\epsilon^2n_0^2\). A missing energy \(\tfrac14\Delta K(q)\,\epsilon^2n_0^2\) is therefore supplied by
\[
w(q)=\frac{\Delta K(q)}{2C}.
\]
This is the Perrot form. What remains is to find \(\Delta K\), and to see what changes when the two factors \(n\) are replaced by powers \(n^\alpha\) and \(n^\beta\).

## Setting and theorem

Hartree atomic units are used. The electrons are non-interacting, spin-unpolarized and three-dimensional, in a large periodic volume \(\Omega\). Their exact ground-state kinetic energy is \(T_s[n]\). It is approximated by
\[
T[n]=T_{\rm TF}+T_{\rm vW}+T_{\rm NL},
\]
\[
T_{\rm TF}=C_{\rm TF}\int n^{5/3}d\mathbf r,\qquad C_{\rm TF}=\tfrac{3}{10}(3\pi^2)^{2/3},\qquad T_{\rm vW}=\int\frac{|\nabla n|^2}{8n}d\mathbf r,
\]
\[
T_{\rm NL}=C_{\rm TF}\iint n^\alpha(\mathbf r)\,w(|\mathbf r-\mathbf r'|)\,n^\beta(\mathbf r')\,d\mathbf r\,d\mathbf r',\qquad \alpha,\beta\neq0 .
\]
The kernel may depend on a fixed reference density \(n_0\), but not on the local density \(n(\mathbf r)\); this is the meaning of "density-independent". Put \(k_F=(3\pi^2n_0)^{1/3}\) and \(\eta=q/(2k_F)\).

**Theorem.** \(T\) has the exact energy and the exact static linear response of the uniform gas of density \(n_0\) if and only if \(w(q=0)=0\) and, for \(q\neq0\),
\[
w(q)=\frac{5\left[1/F_L(\eta)-3\eta^2-1\right]}{9\alpha\beta\,n_0^{\alpha+\beta-5/3}},\qquad
F_L(\eta)=\frac12+\frac{1-\eta^2}{4\eta}\ln\left|\frac{1+\eta}{1-\eta}\right| .
\]

The bracket is called \(A(\eta)\) below. The factor 5/9 belongs to the convention that \(C_{\rm TF}\) stands in front of \(T_{\rm NL}\).

The proof compares curvatures. For any of the functionals, \(K(q)\) denotes the Fourier transform of its second functional derivative at \(n_0\). The second-order energy is \(\frac12\iint\delta n\,K\,\delta n\), so for the ripple
\[
\frac{E_2}{\Omega}=\frac12K(q)\,\epsilon^2n_0^2\,\langle\cos^2(qx)\rangle=\frac14K(q)\,\epsilon^2n_0^2. \tag{1}
\]

## Lemma 1: curvature is inverse response

**Lemma.** If a weak potential \(V\cos(qx)\), \(q\ne0\), produces \(\delta n=\chi(q)V\cos(qx)\), then \(K(q)=-1/\chi(q)\).

**Proof.** The ground-state density minimizes \(T_s[n]+\int vn\,d\mathbf r\) at fixed electron number. With the multiplier \(\mu\),
\[
\frac{\delta T_s}{\delta n(\mathbf r)}+v(\mathbf r)=\mu .
\]
To first order the functional derivative changes by \(\int K(\mathbf r-\mathbf r')\delta n(\mathbf r')d\mathbf r'=K(q)\chi(q)V\cos(qx)\). A change of \(\mu\) is uniform and cannot balance a cosine. Hence \(K\chi V+V=0\). ∎

The same argument applies to the approximate functional, so exact response means equal curvature at every \(q\neq0\). A stiff gas, with large \(K\), responds weakly.

## Lemma 2: the exact curvature

**Lemma.** \(\chi(q)=-(k_F/\pi^2)F_L(\eta)\), hence \(K(q)=\pi^2/(k_FF_L)\).

**Proof.** Let \(\mathbf q\) point along \(x\) and \(\varepsilon_{\mathbf k}=k^2/2\). The potential \(\frac V2(e^{iqx}+e^{-iqx})\) mixes \(\mathbf k\) with \(\mathbf k\pm\mathbf q\):
\[
\psi_{\mathbf k}=\frac1{\sqrt\Omega}\left[e^{i\mathbf k\cdot\mathbf r}+\frac V2\sum_\pm\frac{e^{i(\mathbf k\pm\mathbf q)\cdot\mathbf r}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q}}\right].
\]
The cross terms in \(|\psi_{\mathbf k}|^2\) each give \(2\cos(qx)\), so
\[
|\psi_{\mathbf k}|^2=\frac1\Omega\left[1+V\cos(qx)\sum_\pm\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q}}\right].
\]
Sum over the Fermi sphere with a factor 2 for spin. The two signs contribute equally, as \(\mathbf k\to-\mathbf k\) shows, which gives another factor 2:
\[
\chi=4\int_{k<k_F}\frac{d\mathbf k}{(2\pi)^3}\,\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}},\qquad
\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}=-q\left(k_x+\frac q2\right).
\]
For \(q<2k_F\) the denominator vanishes inside the sphere, at \(k_x=-q/2\). There \(\mathbf k\) and \(\mathbf k+\mathbf q\) have equal energy and are both occupied, and their mutual contributions to the density are opposite and cancel. The integral is therefore a principal value, denoted P.

At fixed \(k_x\) the transverse integration gives the disc area \(\pi(k_F^2-k_x^2)\). With \(k_x=k_Ft\) and \(q=2k_F\eta\),
\[
\chi=-\frac{4\pi}{8\pi^3q}\,{\rm P}\!\int_{-k_F}^{k_F}\frac{k_F^2-k_x^2}{k_x+q/2}\,dk_x
=-\frac{k_F}{4\pi^2\eta}\,{\rm P}\!\int_{-1}^{1}\frac{1-t^2}{t+\eta}\,dt .
\]
Write \(1-t^2=(1-\eta^2)-(t-\eta)(t+\eta)\). Then
\[
{\rm P}\!\int_{-1}^{1}\left[\frac{1-\eta^2}{t+\eta}-t+\eta\right]dt
=(1-\eta^2)\ln\left|\frac{1+\eta}{1-\eta}\right|+2\eta .
\]
Multiplication by \(-k_F/(4\pi^2\eta)\) gives \(-(k_F/\pi^2)F_L\), and Lemma 1 gives \(K\). ∎

## Lemma 3: the two local terms

**Lemma.** \(K_{\rm TF}=\dfrac{10}{9}C_{\rm TF}n_0^{-1/3}=\dfrac{\pi^2}{k_F}\) and \(K_{\rm vW}=\dfrac{q^2}{4n_0}=3\eta^2\dfrac{\pi^2}{k_F}\).

**Proof.** Differentiating \(C_{\rm TF}n^{5/3}\) twice gives the factor \(\frac53\cdot\frac23=\frac{10}9\). Insertion of \(C_{\rm TF}\) yields
\[
\frac{10}9\cdot\frac3{10}\,\frac{(3\pi^2)^{2/3}}{n_0^{1/3}}=\frac13\,\frac{3\pi^2}{(3\pi^2n_0)^{1/3}}=\frac{\pi^2}{k_F}.
\]
For the von Weizsäcker term the numerator is already of second order, so \(n\) in the denominator may be set to \(n_0\). The mean of \(|\nabla\delta n|^2\) is \(\frac12q^2\epsilon^2n_0^2\), and the energy per volume is \(q^2\epsilon^2n_0/16\). Comparison with (1) gives \(K_{\rm vW}=q^2/(4n_0)\). With \(q^2=4k_F^2\eta^2\) and \(n_0=k_F^3/(3\pi^2)\) this is \(3\pi^2\eta^2/k_F\). ∎

## Lemma 4: the nonlocal term

**Lemma.**
\[
K_{\rm NL}(q)=C_{\rm TF}\,n_0^{\alpha+\beta-2}\Big\{2\alpha\beta\,w(q)+\big[\alpha(\alpha-1)+\beta(\beta-1)\big]w(0)\Big\}.
\]

**Proof.** Let \(s=\delta n/n_0=\epsilon\cos(qx)\). Then
\[
n^\alpha=n_0^\alpha\left[1+\alpha s+\tfrac12\alpha(\alpha-1)s^2+\dots\right],
\]
and likewise for \(\beta\). There are two kinds of second-order term. In the first, one factor supplies \(s^2\) and the other supplies 1; integrating \(w\) against the constant gives \(w(0)\). In the second, each factor supplies one \(s\), and the convolution turns \(s\) into \(w(q)s\). Since \(\langle s^2\rangle=\epsilon^2/2\),
\[
\frac{E_2}\Omega=C_{\rm TF}n_0^{\alpha+\beta}\,\frac{\epsilon^2}{2}\left\{\alpha\beta\,w(q)+\tfrac12\big[\alpha(\alpha-1)+\beta(\beta-1)\big]w(0)\right\}.
\]
Setting this equal to \(\frac14K_{\rm NL}\epsilon^2n_0^2\) gives the lemma. ∎

## Proof of the theorem

**Energy.** The uniform gas has the kinetic energy per volume
\[
2\int_{k<k_F}\frac{d\mathbf k}{(2\pi)^3}\frac{k^2}2=\frac{1}{2\pi^2}\int_0^{k_F}k^4dk=\frac{k_F^5}{10\pi^2}=\frac3{10}k_F^2n_0=C_{\rm TF}n_0^{5/3}.
\]
This is already the Thomas-Fermi value, and the von Weizsäcker term vanishes. The nonlocal term contributes \(C_{\rm TF}w(0)n_0^{\alpha+\beta}\) per volume, so the energy is exact if and only if \(w(0)=0\).

**Response.** With \(w(0)=0\), equality of the curvatures at \(q\neq0\) reads
\[
\frac{\pi^2}{k_F}\left(1+3\eta^2\right)+2\alpha\beta\,C_{\rm TF}n_0^{\alpha+\beta-2}w(q)=\frac{\pi^2}{k_F}\frac1{F_L(\eta)} .
\]
Solve for \(w\), and replace \(\pi^2/k_F\) by \(\frac{10}9C_{\rm TF}n_0^{-1/3}\):
\[
w(q)=\frac{\frac{10}9C_{\rm TF}n_0^{-1/3}A(\eta)}{2\alpha\beta\,C_{\rm TF}n_0^{\alpha+\beta-2}}
=\frac{5A(\eta)}{9\alpha\beta}\,n_0^{-1/3-\alpha-\beta+2}.
\]
The exponent is \(-(\alpha+\beta-5/3)\), which is the stated result. Each step can be reversed, so the conditions are also sufficient. ∎

## The named functionals

- Wang-Teter, \(\alpha=\beta=5/6\): here \(\alpha\beta=25/36\) and \(\alpha+\beta=5/3\), so \(w=\frac45A\).
- Perrot, \(\alpha=\beta=1\): \(w=\frac59n_0^{-1/3}A\).
- Smargiassi-Madden, \(\alpha=\beta=1/2\): \(w=\frac{20}9n_0^{2/3}A\).

The unequal pair \(\alpha,\beta=(5\pm\sqrt5)/6\) has \(\alpha\beta=5/9\) and sum \(5/3\), so \(w=A\). All these functionals have the same second-order energy about \(n_0\). Their differences begin at third order in \(\delta n\).

## Remark 1: limits of the kernel

For small \(\eta\) the logarithm is \(2(\eta+\eta^3/3+\dots)\), so
\[
F_L=\tfrac12+\tfrac12(1-\eta^2)\left(1+\tfrac{\eta^2}3+\dots\right)=1-\tfrac{\eta^2}3+O(\eta^4),
\]
\[
A=\left(1+\tfrac{\eta^2}{3}\right)-3\eta^2-1+O(\eta^4)=-\tfrac83\eta^2+O(\eta^4).
\]
The kernel is thus continuous at \(q=0\). A slowly varying gas needs the gradient contribution \(\eta^2/3\), one ninth of the von Weizsäcker value \(3\eta^2\); the nonlocal term removes the other eight ninths.

For large \(\eta\) the logarithm is \(2(\eta^{-1}+\eta^{-3}/3+\eta^{-5}/5+\dots)\), and
\[
F_L=\tfrac12+\tfrac12(1-\eta^2)\left(\eta^{-2}+\tfrac13\eta^{-4}+\tfrac15\eta^{-6}+\dots\right)=\frac1{3\eta^2}+\frac1{15\eta^4}+O(\eta^{-6}).
\]
Hence \(1/F_L=3\eta^2-\frac35+O(\eta^{-2})\) and \(A\to-\frac85\). The von Weizsäcker term gives the leading behaviour for rapid ripples. Because \(w(q)\) tends to a nonzero constant, \(w(r)\) contains the contact part \(-8\,\delta(\mathbf r)/(9\alpha\beta\,n_0^{\alpha+\beta-5/3})\), which a calculation in real space must keep.

At \(\eta=1\) the product \((1-\eta^2)\ln|1-\eta|\) vanishes, so \(F_L=\frac12\) and \(A=2-3-1=-2\).

## Remark 2: why the energy condition is needed

Add a constant \(c\) to \(w(q)\) at every \(q\), including zero. By Lemma 4 the curvature changes by
\[
C_{\rm TF}n_0^{\alpha+\beta-2}c\left[2\alpha\beta+\alpha^2-\alpha+\beta^2-\beta\right]
=C_{\rm TF}n_0^{\alpha+\beta-2}c\,(\alpha+\beta)(\alpha+\beta-1).
\]
For the Smargiassi-Madden exponents \(\alpha+\beta=1\), and the response does not see the constant. The reason is plain: a constant in \(q\) is a contact term in space, with energy \(cC_{\rm TF}\int n^{\alpha+\beta}d\mathbf r\), which is then \(cC_{\rm TF}N\) for \(N\) electrons. The uniform-gas energy fixes \(c=0\). For any exponents the response alone leaves \(w(0)\) free: by Lemma 4 a value \(w(0)=c\) is compensated by shifting \(w(q\neq0)\) by \(-[\alpha(\alpha-1)+\beta(\beta-1)]\,c/(2\alpha\beta)\). This shift equals \(c\), so that the kernel stays continuous at \(q=0\), only when \(\alpha+\beta=1\) or \(\alpha+\beta=0\).

## Remark 3: away from the reference density

Keep the kernel built at \(n_0\), and examine a uniform gas of another density \(n_1\). Its energy is still exact, because \(w(0)=0\). Let \(\eta_0\) and \(\eta_1\) be the values of \(\eta\) for the same \(q\) at the two densities. Lemma 4 at \(n_1\) gives
\[
K_{\rm NL}=\tfrac{10}9C_{\rm TF}\,n_1^{\alpha+\beta-2}\,n_0^{-(\alpha+\beta-5/3)}A(\eta_0).
\]
Division by \(\pi^2/k_F(n_1)=\frac{10}9C_{\rm TF}n_1^{-1/3}\) and addition of the local terms yield
\[
\frac{K(q)}{\pi^2/k_F(n_1)}=1+3\eta_1^2+A(\eta_0)\left(\frac{n_1}{n_0}\right)^{\alpha+\beta-5/3}. \tag{2}
\]
Exact response would require \(A(\eta_1)\) as the last term. At small \(\eta\), \(A\propto\eta^2\propto n^{-2/3}\) at fixed \(q\), so the leading term is right when \(\alpha+\beta=1\). At large \(\eta\), \(A\) tends to a constant, which calls for \(\alpha+\beta=5/3\). No single pair of exponents meets both limits. The curvature (2) can even become negative: for Wang-Teter with \(n_1=8n_0\) and \(\eta_0=1\), so \(\eta_1=\frac12\), it is \(1+\frac34-2=-\frac14\), and the uniform gas is then unstable in the model. These statements concern a uniform gas; they suggest, without proving it, a similar difficulty in a system with regions of very different density. For an isolated molecule in a growing box the mean density tends to zero. If it is used as \(n_0\), then \(\eta\to\infty\) at every fixed \(q\) and \(A\to-\frac85\), so \(T_{\rm NL}\) approaches \(-\frac{8}{9\alpha\beta}C_{\rm TF}\,n_0^{5/3-\alpha-\beta}\int n^{\alpha+\beta}d\mathbf r\). This is \(-\frac{32}{25}T_{\rm TF}\) for Wang-Teter, diverges for Perrot and vanishes for Smargiassi-Madden; in each case the Lindhard structure of the kernel is lost.

## Remark 4: scaling

Let \(n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)\), and scale the reference to \(\lambda^3n_0\). Then \(k_F\to\lambda k_F\), and the kernel becomes \(w_\lambda(q)=\lambda^{5-3(\alpha+\beta)}w(q/\lambda)\), or in real space \(\lambda^{8-3(\alpha+\beta)}w(\lambda r)\). The powers of the density supply \(\lambda^{3(\alpha+\beta)}\), and the two volume integrals supply \(\lambda^{-6}\). In total \(T_{\rm NL}\to\lambda^2T_{\rm NL}\), the scaling of the exact kinetic energy. The argument needs \(n_0\) to follow the density.

## Worked example: a gas in a cosine potential

Let \(n_0=0.03\) bohr⁻³, so \(k_F=0.96127\) bohr⁻¹, \(E_F=k_F^2/2=0.46202\) hartree and \(\pi^2/k_F=10.2672\) hartree bohr³. Choose \(\eta=0.6\), that is \(q=1.15353\) bohr⁻¹. Then \(F_L=0.86968\) and
\[
A=\frac1{0.86968}-3(0.6)^2-1=1.14985-1.08-1=-0.93015 .
\]
The kernels at this \(q\) are

- Wang-Teter: \(0.8\times(-0.93015)=-0.7441\);
- Perrot: \(1.78794\times(-0.93015)=-1.6631\) bohr;
- Smargiassi-Madden: \(0.21455\times(-0.93015)=-0.1996\) bohr⁻².

Their units differ because \(n^\alpha n^\beta\) does.

The numerical check solves the electrons in \(V\cos(qx)\) by diagonalization, without using the Lindhard function. At \(V=0.004E_F\) the measured \(-V/\delta n_q\), with \(\delta n_q\) the amplitude of the density cosine, is \(1.14985\,\pi^2/k_F\), in agreement with \(1/F_L\).

Now raise the potential to \(V=0.3E_F=0.13861\) hartree. The density varies between 0.0192 and 0.0424 bohr⁻³. The exact kinetic energy per electron is 290.48 millihartree, against 277.21 for the uniform gas, a rise of 13.26. Each functional is evaluated on the exact density. Its errors per electron, in millihartree, are

- Thomas-Fermi: −1.76;
- Thomas-Fermi plus von Weizsäcker: +10.82;
- Wang-Teter: +0.075;
- Perrot: +0.065;
- Smargiassi-Madden: −0.004;
- unequal pair: +0.045.

The first two errors follow from (1). Linear response gives the density amplitude
\[
\epsilon n_0=\frac{0.13861\times0.86968}{10.2672}=0.01174\ \text{bohr}^{-3}
\]
in magnitude. Without the nonlocal term the curvature is wrong by \(-A\pi^2/k_F\), so the error per electron is
\[
-\frac A4\,\frac{\pi^2}{k_F}\,\frac{(\epsilon n_0)^2}{n_0}
=\frac{0.93015}4\times10.2672\times\frac{(0.01174)^2}{0.03}\approx0.0110\ \text{hartree},
\]
close to the computed 10.82 millihartree. For Thomas-Fermi alone \(-A\) is replaced by \(1-1/F_L=-0.14985\), which gives about −1.77 millihartree. At this wavelength the full von Weizsäcker term overshoots, and the nonlocal term takes back the excess.

The remaining errors are of higher order. The density has a component of order \(V\) at \(q\) and one of order \(V^2\) at \(2q\). The second-order error vanishes for both. A third-order term needs wavevectors that sum to zero, which three of \(\pm q\) cannot do; the combination \(q+q-2q\) can, and it is of order \(V^2\cdot V^2\). Fourth-order terms in the component at \(q\) are also of order \(V^4\). If the expansion is regular, the error should thus fall as \(V^4\). Between \(V=0.03E_F\) and \(0.015E_F\) the computed powers are 3.998 for Smargiassi-Madden and 4.000 for the other nonlocal functionals, against 2.000 for the two local ones. The small Smargiassi-Madden error at \(V=0.3E_F\) belongs to this \(q\) and this potential; it does not establish a general ranking.

Finally, keep the kernels at \(n_0\) and double the uniform density at the same \(q\). Then \(\eta_1=0.47622\), and the exact curvature is \(1.0863\,\pi^2/k_F(n_1)\). Equation (2) gives for Wang-Teter
\[
1+3(0.47622)^2-0.93015=0.7502,
\]
31% below the exact value. Perrot gives 0.5084, which is 53% below, and Smargiassi-Madden gives 1.0944, which is 0.7% above. The last agreement reflects the small-\(\eta\) argument of Remark 3: at \(\eta=0.6\) the leading form \(-\frac83\eta^2=-0.96\) is still close to \(A=-0.930\).

## Computed results

```
n0 = 0.03 bohr^-3, kF = 0.96127 bohr^-1, E_F = 0.46202 hartree
C_TF = 2.87123, pi^2/kF = 10.2672 hartree bohr^3
eta = 0.6, q = 1.15353 bohr^-1
A/eta^2 at eta=0.001: -2.666666; A near eta=1: -2.000000; A at eta=1000: -1.600000
F_L(0.6) = 0.86968, A(0.6) = -0.93015
K in units of pi^2/kF: eta, diagonalization, 1/F_L, TF, vW
  0.6  1.14985  1.14985  1.00000  1.08000
  0.8  1.33836  1.33835  1.00000  1.92000
  1.4  5.18561  5.18561  1.00000  5.88000
w(q) at eta=0.6 [bohr^(3(alpha+beta)-5)], prefactor w/A [same unit],
  and change of K [pi^2/kF] when A is raised by 1 at every q:
  Wang-Teter: w = -0.74412, w/A = 0.80000, change = 0.8000
  Perrot: w = -1.66306, w/A = 1.78794, change = 1.0000
  Smargiassi-Madden: w = -0.19957, w/A = 0.21455, change = 0.0000
  unequal (5+-sqrt5)/6: w = -0.93015, w/A = 1.00000, change = 1.0000
power p in error ~ V^p, from V = 0.03 E_F and 0.015 E_F:
  TF: p = 2.000
  TF+vW: p = 2.000
  Wang-Teter: p = 4.000
  Perrot: p = 4.000
  Smargiassi-Madden: p = 3.998
  unequal (5+-sqrt5)/6: p = 4.000
V = 0.3 E_F = 0.13861 hartree
density min 0.01922, max 0.04242 bohr^-3
exact T_s per electron = 290.4793 millihartree
uniform gas T_s per electron = 277.2146 millihartree
error per electron [millihartree]:
  TF: -1.7598
  TF+vW: +10.8166
  Wang-Teter: +0.0752
  Perrot: +0.0646
  Smargiassi-Madden: -0.0041
  unequal (5+-sqrt5)/6: +0.0450
at n1 = 2 n0, same q: eta1 = 0.47622, exact K = 1.08626 pi^2/kF(n1)
  Wang-Teter, kernel kept at n0: K = 0.75021 pi^2/kF(n1)
  Perrot, kernel kept at n0: K = 0.50844 pi^2/kF(n1)
  Smargiassi-Madden, kernel kept at n0: K = 1.09440 pi^2/kF(n1)
  unequal (5+-sqrt5)/6, kernel kept at n0: K = 0.75021 pi^2/kF(n1)
```
